# Kato's Contour Formula for the nth-Order Energy, Through Fourth Order: a numerical check

```python
"""Kato's formula for the nth-order energy of H = H0 + lam*V.

Result under test, for an eigenvalue E0 of H0 with multiplicity m:
  E_n = (1/n) (1/2 pi i) contour integral of tr[(V R0(z))^n] dz
      = -(1/n) sum over k1+...+kn = n-1 of tr[V S(k1) ... V S(kn)],
where E_n is the lam^n coefficient of the sum of the m eigenvalues
that start at E0, R0(z) = 1/(z-H0), P projects on the E0 level,
S = (1-P)/(E0-H0), S(0) = -P and S(k) = S^k for k > 0.
The reference is the Taylor series of exact eigenvalues, taken from
diagonalizations at complex lam. Energies are in eV; lam is a number.
"""
from math import comb
import numpy as np

TOL = 1e-10      # rounding of sums of order-one numbers, with margin
NMAX = 7


def contour(func, center, radius, points=128):
    """(1/2 pi i) times the anticlockwise integral over a circle."""
    zeta = radius * np.exp(2j * np.pi * np.arange(points) / points)
    return sum(func(center + s) * s for s in zeta) / points


def resolvent0(z, levels):
    return np.diag(1.0 / (z - levels))


def mpow(a, n):
    return np.linalg.matrix_power(a, n)


def taylor_exact(levels, v, m, gap, nmax, r=0.9, points=128):
    """Taylor coefficients of the sum of eigenvalues inside the circle."""
    e0 = levels[0]
    values = []
    for j in range(points):
        lam = r * np.exp(2j * np.pi * j / points)
        ev = np.linalg.eigvals(np.diag(levels) + lam * v)
        inside = ev[abs(ev - e0) < gap / 2]
        assert len(inside) == m      # no eigenvalue crosses the contour
        values.append(inside.sum())
    c = np.fft.fft(values) / points
    return np.array([c[n] / r**n for n in range(nmax + 1)])


def words(total, parts):
    """All tuples of non-negative integers with the given sum."""
    if parts == 1:
        yield (total,)
        return
    for first in range(total + 1):
        for rest in words(total - first, parts - 1):
            yield (first,) + rest


def admissible(w):
    return all(sum(w[:j]) >= j for j in range(1, len(w)))


def reduced_powers(levels, m, kmax):
    """List S(0) = -P, S(1) = S, S(2) = S^2, ..."""
    p = np.diag([1.0] * m + [0.0] * (len(levels) - m))
    diag = np.zeros(len(levels))
    diag[m:] = 1.0 / (levels[0] - levels[m:])
    return [-p] + [np.diag(diag**k) for k in range(1, kmax + 1)]


def word_value(w, v, s):
    prod = np.eye(len(v))
    for k in w:
        prod = prod @ v @ s[k]
    return -np.trace(prod)


def check_model(levels, v, m, nmax):
    """Contour and residue formulas against exact Taylor coefficients."""
    e0, gap = levels[0], levels[m] - levels[0]
    exact = taylor_exact(levels, v, m, gap, nmax)
    assert abs(exact[0] - m * e0) < TOL
    s = reduced_powers(levels, m, nmax)
    integrals = [0.0]
    for n in range(1, nmax + 1):
        def weighted(z):
            r0 = resolvent0(z, levels)
            return (z - e0) * np.trace(r0 @ mpow(v @ r0, n))

        def closed(z):
            return np.trace(mpow(v @ resolvent0(z, levels), n)) / n

        first = contour(weighted, e0, gap / 2)
        second = contour(closed, e0, gap / 2)
        every = list(words(n - 1, n))
        full = sum(word_value(w, v, s) for w in every) / n
        short = sum(word_value(w, v, s) for w in every if admissible(w))
        for value in (first, second, full, short):
            assert abs(value - exact[n]) < TOL
        integrals.append(second.real)
    # third and fourth orders written out as operator products
    p, s1, s2, s3 = -s[0], s[1], s[2], s[3]
    third = np.trace(p @ (v @ s1 @ v @ s1 @ v - v @ s2 @ v @ p @ v))
    fourth = np.trace(p @ (
        v @ s1 @ v @ s1 @ v @ s1 @ v
        - v @ s1 @ v @ s2 @ v @ p @ v
        - v @ s2 @ v @ p @ v @ s1 @ v
        - v @ s2 @ v @ s1 @ v @ p @ v
        + v @ s3 @ v @ p @ v @ p @ v))
    assert abs(third - exact[3]) < TOL
    assert abs(fourth - exact[4]) < TOL
    return exact.real, integrals, s


# ---- three-level model with a non-degenerate lowest level -------------
levels = np.array([1.0, 3.0, 5.0])
V = np.array([[0.2, 0.4, -0.2],
              [0.4, -0.2, 0.2],
              [-0.2, 0.2, 0.4]])
E0, d = levels[0], levels[1] - levels[0]
normV = np.linalg.norm(V, 2)
q = 2 * normV / d
assert q < 1
exact, integrals, S = check_model(levels, V, 1, NMAX)

# eigenvalue count and energy shift from the full resolvent at lam = 1
H = np.diag(levels) + V
E_full = np.linalg.eigvalsh(H)[0]
one = np.eye(3)
count = contour(lambda z: np.trace(np.linalg.inv(z * one - H)), E0, d / 2,
                points=512)
shift = contour(lambda z: (z - E0) * np.trace(np.linalg.inv(z * one - H)),
                E0, d / 2, points=512)
assert abs(count - 1) < TOL and abs(shift - (E_full - E0)) < TOL

# resolvent series on the contour
for angle in np.linspace(0, 2 * np.pi, 12, endpoint=False):
    z = E0 + d / 2 * np.exp(1j * angle)
    R0 = resolvent0(z, levels)
    assert abs(np.linalg.norm(R0, 2) - 2 / d) < TOL
    series = sum(R0 @ mpow(V @ R0, n) for n in range(200))
    assert np.allclose(series, np.linalg.inv(z * one - H), atol=TOL)

# derivative identity behind the factor 1/n, by central differences
z, h = E0 + 0.6 + 0.7j, 1e-5
for n in range(1, 6):
    up = np.trace(mpow(V @ resolvent0(z + h, levels), n))
    down = np.trace(mpow(V @ resolvent0(z - h, levels), n))
    R0 = resolvent0(z, levels)
    right = -n * np.trace(R0 @ mpow(V @ R0, n))
    assert abs((up - down) / (2 * h) - right) < 1e-7   # O(h^2), rounding/h

# Laurent coefficients of the unperturbed resolvent
for k in range(6):
    coef = contour(lambda z: resolvent0(z, levels) * (z - E0)**(-k),
                   E0, d / 2)
    assert np.allclose(coef, (-1.0)**(k - 1) * S[k], atol=TOL)

# the integral does not depend on the radius while only E0 is enclosed
for radius in (0.5, 1.5):
    value = contour(lambda z: np.trace(
        mpow(V @ resolvent0(z, levels), 4)) / 4, E0, radius, points=256)
    assert abs(value - exact[4]) < TOL

# each cycle of a word has n distinct rotations, one of them admissible
word_counts = {}
for n in range(2, NMAX + 1):
    every = list(words(n - 1, n))
    for w in every:
        turns = {w[j:] + w[:j] for j in range(n)}
        assert len(turns) == n and sum(map(admissible, turns)) == 1
    kept = sum(map(admissible, every))
    assert len(every) == comb(2 * n - 2, n - 1) and kept * n == len(every)
    word_counts[n] = (len(every), kept)


def mean(*factors):
    """Expectation value in the unperturbed lowest state."""
    prod = np.eye(3)
    for f in factors:
        prod = prod @ f
    return prod[0, 0]


S1, S2, S3 = S[1], S[2], S[3]
E1 = mean(V)
E2 = mean(V, S1, V)
b2 = mean(V, S2, V)
b3 = mean(V, S3, V)
c11 = mean(V, S1, V, S1, V)
c12 = mean(V, S1, V, S2, V)
c21 = mean(V, S2, V, S1, V)
c111 = mean(V, S1, V, S1, V, S1, V)
E3 = c11 - E1 * b2
E4 = c111 - E2 * b2 - E1 * (c12 + c21) + E1**2 * b3
for n, value in enumerate((E1, E2, E3, E4), start=1):
    assert abs(value - exact[n]) < TOL

# coefficient bound and truncation bound
for n in range(1, NMAX + 1):
    assert abs(exact[n]) <= d / 2 * q**n
    error = abs(E_full - exact[:n + 1].sum())
    assert error <= d / 2 * q**(n + 1) / (1 - q)

# two levels: square-root branch point at the guaranteed radius
d2, v2 = 2.0, 0.5
V2 = np.array([[0, v2], [v2, 0]])
radius2 = d2 / (2 * np.linalg.norm(V2, 2))


def split(eps):
    lam = 1j * radius2 * (1 - eps)
    ev = np.linalg.eigvals(np.diag([0, d2]) + lam * V2)
    return abs(ev[0] - ev[1])


assert split(0.0) < 1e-6             # defective matrix: root of rounding
ratio = split(1e-2) / split(1e-4)
assert abs(ratio - 10) < 0.05        # splitting grows as a square root

# ---- four-level model with a doubly degenerate lowest level -----------
levels_deg = np.array([1.0, 1.0, 3.0, 4.0])
V_deg = np.array([[0.1, 0.2, 0.3, -0.1],
                  [0.2, -0.3, 0.1, 0.2],
                  [0.3, 0.1, 0.2, 0.1],
                  [-0.1, 0.2, 0.1, -0.2]])
assert np.linalg.norm(V_deg, 2) < 1.0
exact_deg, _, _ = check_model(levels_deg, V_deg, 2, 6)
sum_deg = np.linalg.eigvalsh(np.diag(levels_deg) + V_deg)[:2].sum()

# ---- printed numbers --------------------------------------------------
print("Three-level model, H0 levels (eV):", levels)
for i, row in enumerate(V):
    print(f"V row {i} (eV):", row)
print(f"gap d = {d:.3f} eV, contour radius d/2 = {d/2:.3f} eV")
print(f"norm of V = {normV:.6f} eV, q = 2|V|/d = {q:.6f}")
print(f"guaranteed radius in lam = {1/q:.6f}")
print("diagonal of S (1/eV):", np.diag(S1))
print(f"<V S^2 V> = {b2:.6f} (dimensionless)")
print(f"<V S^3 V> = {b3:.6f} 1/eV")
print(f"<V S V S V> = {c11:.6f} eV")
print(f"<V S V S^2 V> = {c12:.6f}, <V S^2 V S V> = {c21:.6f}")
print(f"<V S V S V S V> = {c111:.6f} eV")
for n in (3, 4):
    for w in words(n - 1, n):
        if admissible(w):
            print(f"order {n} word {w[:-1]}: {word_value(w, V, S):.6f} eV")
for n, val in enumerate((E1, E2, E3, E4), start=1):
    print(f"E{n}: formula {val:.8f}, contour {integrals[n]:.8f},"
          f" Taylor {exact[n]:.8f} eV")
for n in range(5, NMAX + 1):
    print(f"E{n}: contour {integrals[n]:.8f}, Taylor {exact[n]:.8f} eV")
print(f"exact lowest eigenvalue at lam=1: {E_full:.8f} eV")
for n in range(1, 5):
    part = exact[:n + 1].sum()
    bound = d / 2 * q**(n + 1) / (1 - q)
    print(f"sum to order {n}: {part:.8f} eV, sum-exact"
          f" {part - E_full:.2e} eV, bound {bound:.2e} eV")
for n in (2, 3, 4, 5, 6):
    print(f"order {n}: all words {word_counts[n][0]},"
          f" admissible {word_counts[n][1]}")
print(f"two-level d = {d2} eV, v = {v2} eV, branch |lam| = {radius2:.3f}")
print("Degenerate model, H0 levels (eV):", levels_deg)
for i, row in enumerate(V_deg):
    print(f"V row {i} (eV):", row)
print("summed E1..E4 (eV):", " ".join(f"{x:.6f}" for x in exact_deg[1:5]))
print(f"sum to order 4: {exact_deg[:5].sum():.6f} eV,"
      f" exact pair sum {sum_deg:.6f} eV")
print("tests ok")
```

It prints:

```
Three-level model, H0 levels (eV): [1. 3. 5.]
V row 0 (eV): [ 0.2  0.4 -0.2]
V row 1 (eV): [ 0.4 -0.2  0.2]
V row 2 (eV): [-0.2  0.2  0.4]
gap d = 2.000 eV, contour radius d/2 = 1.000 eV
norm of V = 0.529150 eV, q = 2|V|/d = 0.529150
guaranteed radius in lam = 1.889822
diagonal of S (1/eV): [ 0.   -0.5  -0.25]
<V S^2 V> = 0.042500 (dimensionless)
<V S^3 V> = -0.020625 1/eV
<V S V S V> = -0.011000 eV
<V S V S^2 V> = 0.005250, <V S^2 V S V> = 0.005250
<V S V S V S V> = -0.001350 eV
order 3 word (1, 1): -0.011000 eV
order 3 word (2, 0): -0.008500 eV
order 4 word (1, 1, 1): -0.001350 eV
order 4 word (1, 2, 0): -0.001050 eV
order 4 word (2, 0, 1): 0.003825 eV
order 4 word (2, 1, 0): -0.001050 eV
order 4 word (3, 0, 0): -0.000825 eV
E1: formula 0.20000000, contour 0.20000000, Taylor 0.20000000 eV
E2: formula -0.09000000, contour -0.09000000, Taylor -0.09000000 eV
E3: formula -0.01950000, contour -0.01950000, Taylor -0.01950000 eV
E4: formula -0.00045000, contour -0.00045000, Taylor -0.00045000 eV
E5: contour 0.00158250, Taylor 0.00158250 eV
E6: contour 0.00056869, Taylor 0.00056869 eV
E7: contour -0.00000417, Taylor -0.00000417 eV
exact lowest eigenvalue at lam=1: 1.09209668 eV
sum to order 1: 1.20000000 eV, sum-exact 1.08e-01 eV, bound 5.95e-01 eV
sum to order 2: 1.11000000 eV, sum-exact 1.79e-02 eV, bound 3.15e-01 eV
sum to order 3: 1.09050000 eV, sum-exact -1.60e-03 eV, bound 1.67e-01 eV
sum to order 4: 1.09005000 eV, sum-exact -2.05e-03 eV, bound 8.81e-02 eV
order 2: all words 2, admissible 1
order 3: all words 6, admissible 2
order 4: all words 20, admissible 5
order 5: all words 70, admissible 14
order 6: all words 252, admissible 42
two-level d = 2.0 eV, v = 0.5 eV, branch |lam| = 2.000
Degenerate model, H0 levels (eV): [1. 1. 3. 4.]
V row 0 (eV): [ 0.1  0.2  0.3 -0.1]
V row 1 (eV): [ 0.2 -0.3  0.1  0.2]
V row 2 (eV): [0.3 0.1 0.2 0.1]
V row 3 (eV): [-0.1  0.2  0.1 -0.2]
summed E1..E4 (eV): -0.200000 -0.066667 0.001167 0.001196
sum to order 4: 1.735696 eV, exact pair sum 1.735610 eV
tests ok
```
